\section*{Left-right scattering asymmetry from s and spin-orbit-split p phase shifts}

\section{Problem}

An electron with wavenumber $k$ moves along $+x$ with its spin up along $+z$. It scatters elastically from a spherical impurity that shifts the s wave by $\delta_0$ and the p wave by $\delta_1$ when $j=1/2$ and by $\delta_3$ when $j=3/2$. All other partial waves are unshifted. Call $y>0$ left and $y<0$ right, and let $\sigma_L$ and $\sigma_R$ be the cross-sections for scattering into the two half-spaces, summed over the final spin. Find
\begin{equation}
A=\frac{\sigma_L-\sigma_R}{\sigma_L+\sigma_R},
\end{equation}
verify that it vanishes when $\delta_1=\delta_3$, and evaluate it for a model of a bismuth impurity in copper. The algebra is in atomic units.

\section{A tempting solution}

An electron that passes the impurity at $y<0$ has $L_z=xp_y-yp_x>0$, parallel to its spin, so it is assigned the phase $\delta_3$. An attractive centre pulls it across to the left. An electron that passes at $y>0$ has $L_z<0$, is assigned $\delta_1$, and ends on the right.

A p wave with a single phase $\delta$ has the cross-section $(12\pi/k^2)\sin^2\delta$. Each half of the beam contributes half of that, and the s wave is shared equally:
\begin{align}
\sigma_L&=\frac{4\pi}{k^2}\left(\tfrac12\sin^2\delta_0+\tfrac32\sin^2\delta_3\right),\\
\sigma_R&=\frac{4\pi}{k^2}\left(\tfrac12\sin^2\delta_0+\tfrac32\sin^2\delta_1\right),\\
A_{\rm wrong}&=\frac{\tfrac32(\sin^2\delta_3-\sin^2\delta_1)}
{\sin^2\delta_0+\tfrac32(\sin^2\delta_3+\sin^2\delta_1)} .
\end{align}
This vanishes when $\delta_1=\delta_3$, so it passes the requested verification.

\section{Where it fails}

Set $\delta_0=0$. The outgoing wave is then purely p-like, and each of its spin components changes sign when the outgoing direction $\hat{\mathbf k}'$ is reversed. Its intensity is the same at $\hat{\mathbf k}'$ and $-\hat{\mathbf k}'$. Reversal carries the left half-space onto the right one, so $\sigma_L=\sigma_R$ for any splitting. Yet $A_{\rm wrong}$ is in general not zero.

The fault is the adding of channel cross-sections. They suffice for the total, but the direction of scattering depends on interference between amplitudes, and a difference between opposite half-spaces needs interference between waves of opposite parity.

The assignment of channels is also faulty. The state with $L_z=-1$ and spin up is not a $j=1/2$ state: the projector derived below gives it a weight of $1/3$ in $j=3/2$.

\section{Solution}

\subsection{The amplitude}

Each channel contributes $a_i=e^{i\delta_i}\sin\delta_i$. Without spin-orbit coupling the amplitude would be $(a_0+3a_p\cos\theta)/k$, where $a_p$ belongs to the common p phase and $\cos\theta=\hat{\mathbf k}\cdot\hat{\mathbf k}'$. With coupling, $a_p$ becomes an operator that selects $j$. From
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34
\end{equation}
the eigenvalues for $l=1$ are $1$ for $j=3/2$ and $-2$ for $j=1/2$. The projectors are therefore
\begin{equation}
P_3=\frac{2+\boldsymbol\sigma\cdot\mathbf L}{3},\qquad
P_1=\frac{1-\boldsymbol\sigma\cdot\mathbf L}{3}.
\end{equation}
For $L_z=-1$ and spin up, $\langle\boldsymbol\sigma\cdot\mathbf L\rangle=-1$, so $\langle P_3\rangle=1/3$, as stated above. Replacing $a_p$ by $a_3P_3+a_1P_1$ gives
\begin{equation}
F=\frac1k\left[a_0+(2a_3+a_1)\cos\theta
+(a_3-a_1)\,\boldsymbol\sigma\cdot\mathbf L\cos\theta\right].
\end{equation}
Here $\mathbf L=-i\hat{\mathbf k}'\times\nabla_{\hat{\mathbf k}'}$ acts on the outgoing direction:
\begin{equation}
\mathbf L(\hat{\mathbf k}\cdot\hat{\mathbf k}')
=-i\hat{\mathbf k}'\times\hat{\mathbf k}
=i\hat{\mathbf k}\times\hat{\mathbf k}'=i\sin\theta\,\mathbf n ,
\end{equation}
with $\mathbf n$ the unit vector along $\hat{\mathbf k}\times\hat{\mathbf k}'$. Hence $F=f+g\,\boldsymbol\sigma\cdot\mathbf n$, where
\begin{equation}
f=\frac{a_0+(2a_3+a_1)\cos\theta}{k},\qquad
g=\frac{i(a_3-a_1)\sin\theta}{k}.
\end{equation}

\subsection{The part that is odd in left and right}

Summing over final spins means taking the spin-up expectation value of $F^\dagger F$. Since $(\boldsymbol\sigma\cdot\mathbf n)^2=1$,
\begin{equation}
I=|f|^2+|g|^2+K(\theta)\,n_z,\qquad K=2\,{\rm Re}(f^*g).
\end{equation}
Write $\hat{\mathbf k}'=(\cos\theta,\sin\theta\cos\varphi,\sin\theta\sin\varphi)$. Then $(\hat{\mathbf x}\times\hat{\mathbf k}')_z=\hat k'_y$, so $n_z=\cos\varphi$, which is positive on the left. For spin down this term changes sign. An unpolarized beam thus has no asymmetry in number, while its two spins prefer opposite sides.

Let $B=a_0+(2a_3+a_1)\cos\theta$ and $D=a_3-a_1$. Because ${\rm Re}(iz)=-{\rm Im}\,z$ and ${\rm Im}(B^*D)=-{\rm Im}(BD^*)$,
\begin{equation}
K=\frac{2\sin\theta}{k^2}\,{\rm Im}(BD^*).
\end{equation}
From $a_i=(e^{2i\delta_i}-1)/(2i)$,
\begin{equation}
D=\frac{e^{2i\delta_3}-e^{2i\delta_1}}{2i}
=e^{i(\delta_1+\delta_3)}\sin(\delta_3-\delta_1).
\end{equation}
The two parts of $B$ then give
\begin{align}
{\rm Im}(a_0D^*)&=\sin(\delta_3-\delta_1)\sin\delta_0\sin(\delta_0-\delta_1-\delta_3),\\
{\rm Im}[(2a_3+a_1)D^*]&=\sin(\delta_3-\delta_1)
\left[2\sin\delta_3\sin(-\delta_1)+\sin\delta_1\sin(-\delta_3)\right]\nonumber\\
&=-3\sin(\delta_3-\delta_1)\sin\delta_1\sin\delta_3 ,
\end{align}
and therefore
\begin{equation}
K=\frac{2\sin\theta}{k^2}\sin(\delta_3-\delta_1)
\left[\sin\delta_0\sin(\delta_0-\delta_1-\delta_3)
-3\sin\delta_1\sin\delta_3\cos\theta\right].
\label{K}
\end{equation}

\subsection{Counting the half-spaces}

The integral of $\cos\varphi$ is $2$ over the left half-space and $-2$ over the right, so
\begin{equation}
\sigma_L-\sigma_R=4\int_0^\pi K(\theta)\sin\theta\,d\theta .
\end{equation}
With $\int_0^\pi\sin^2\theta\,d\theta=\pi/2$ and $\int_0^\pi\sin^2\theta\cos\theta\,d\theta=0$, the p--p term drops out, as parity requires:
\begin{equation}
\sigma_L-\sigma_R=\frac{4\pi}{k^2}\sin\delta_0
\sin(\delta_3-\delta_1)\sin(\delta_0-\delta_1-\delta_3).
\label{diff}
\end{equation}

In the total the $K$ term cancels, and so does the cross term in $|f|^2$, which is odd in $\cos\theta$. The averages of $\cos^2\theta$ and $\sin^2\theta$ over the sphere are $1/3$ and $2/3$, so
\begin{align}
\sigma_L+\sigma_R&=\frac{4\pi}{k^2}\left[|a_0|^2+\tfrac13|2a_3+a_1|^2
+\tfrac23|a_3-a_1|^2\right]=\frac{4\pi}{k^2}W,\\
W&=\sin^2\delta_0+\sin^2\delta_1+2\sin^2\delta_3 .
\end{align}
The terms in ${\rm Re}(a_3a_1^*)$ have coefficients $+4/3$ and $-4/3$ and cancel. The answer is
\begin{equation}
A=\frac{\sin\delta_0\,\sin(\delta_3-\delta_1)\,\sin(\delta_0-\delta_1-\delta_3)}{W}.
\label{A}
\end{equation}

\subsection{Coinciding p shifts and other limits}

If $\delta_1=\delta_3$, then $D=0$ and $g=0$. The amplitude no longer depends on spin, and the asymmetry vanishes at every angle. The same holds if the shifts differ by a multiple of $\pi$.

The converse fails for the half-space count. $A$ is also zero when $\sin\delta_0=0$ or when $\delta_0=\delta_1+\delta_3$ modulo $\pi$, although the p--p term in (\ref{K}) can still produce an asymmetry at a single angle.

For small phases (\ref{diff}) becomes
\begin{equation}
\sigma_L-\sigma_R\simeq\frac{4\pi}{k^2}\,\delta_0(\delta_3-\delta_1)(\delta_0-\delta_1-\delta_3),
\end{equation}
which is of third order. To lowest order $a_i\simeq\delta_i$ is real, so $f$ is real, $g$ is imaginary and $K=0$. The first Born approximation therefore misses the effect. Direct integration for $\delta_0=0.06$, $\delta_1=0.02$, $\delta_3=0.01$ confirms the order: halving all three phases divides the difference by $7.995$, close to $2^3$.

\section{Bismuth in copper}

Treat copper as a free-electron gas with one electron per atom and a rough lattice constant of $3.6$~\AA. This gives $k=1.364$~\AA$^{-1}$ and a Fermi energy of $7.09$~eV.

Bismuth has four more valence electrons than copper, and the phase shifts must account for the charge that screens them. In a large sphere of radius $R$ the condition $kR+\delta-l\pi/2=n\pi$ shows that a phase $\delta$ brings $\delta/\pi$ extra states below the Fermi level. With $2j+1$ states per channel,
\begin{equation}
\frac{2\delta_0+2\delta_1+4\delta_3}{\pi}=4,\qquad
\delta_0+\delta_1+2\delta_3=2\pi .
\end{equation}
Two inputs remain free. I choose $\delta_0=2.2$ and $\delta_1-\delta_3=0.3$~rad; these are not computed properties of the alloy. Then $3\delta_3=2\pi-2.2-0.3$, so $\delta_3=1.261$ and $\delta_1=1.561$.

The sign of the splitting follows from the coupling $(\alpha^2/2)(1/r)(dV/dr)\,\mathbf L\cdot\mathbf S$, with $\alpha$ the fine-structure constant. Where $V$ rises outwards, this lowers the energy for $j=1/2$ and makes $\delta_1>\delta_3$. At the Fermi wavenumber a smooth Gaussian well one hartree deep, $V=-e^{-r^2}$ with $r$ in bohr, gives $\delta_1-\delta_3=5.0\times10^{-6}$~rad, and the corresponding hill gives $-2.6\times10^{-6}$~rad. The chosen $0.3$~rad thus presumes a far stronger field, such as that near a heavy nucleus.

Equation (\ref{A}) gives
\begin{equation}
A=\frac{0.8085\times(-0.2955)\times(-0.5828)}{3.468}=0.040 .
\end{equation}
The total cross-section is $23.4$~\AA$^2$, and the left exceeds the right by $0.94$~\AA$^2$ ($3.36$~bohr$^2$). Direct numerical integration of the spin amplitude over the half-spaces gives the same $A$.

The tempting formula gives $-0.040$ here: nearly the right size with the wrong sign. The agreement in size is accidental. At $\delta_0=2.8$, with the splitting and screening charge unchanged, it gives $-0.109$, while the correct value is $-0.014$.

At some angles in the $xy$ plane the asymmetry is much larger: $+0.38$ at $90^\circ$ and $-0.40$ at $120^\circ$. The bracket in (\ref{K}) changes sign at $\cos\theta=-0.165$, near $99^\circ$, so forward and backward contributions partly cancel in the half-space count.

Closing the splitting at fixed $\delta_0$ and fixed screening charge gives $A=0.0121$, $0.0035$ and $0.0012$ for $0.10$, $0.03$ and $0.01$~rad. The approach to zero is linear, as the factor $\sin(\delta_3-\delta_1)$ requires.

\section{How far the number can be trusted}

The size of $A$ depends on the chosen splitting, and its sign hinges on the factor $\sin(\delta_0-\delta_1-\delta_3)$. With the screening condition and a splitting of $0.3$~rad this factor vanishes at $\delta_0=(4\pi+0.3)/5=2.573$, and $A$ changes sign there. This is the zero nearest the chosen $\delta_0$; $A$ also changes sign at $\delta_0=(\pi+0.3)/5=0.688$, and at $\delta_0=\pi$ through the factor $\sin\delta_0$. The model cannot fix the sign for the real alloy without computed phase shifts; $\delta_0$ alone is not enough.

Neglected effects act largely through the same factor, because they change its argument; a d wave also adds its own interference with the spin-dependent p wave. Adding a d-wave phase of $0.1$~rad, with $\delta_0$, the splitting and the screening charge held fixed, lowers $A$ to $0.017$. Reducing the screening charge by an assumed $0.5$, to represent relaxation of the lattice around the large bismuth atom, lowers it to $0.008$. The thermal spread of the electron energies matters little if the phases vary smoothly. When every phase rises by an assumed $1$~rad/eV, a shift by the thermal energy at $300$~K, $0.026$~eV, changes $A$ from $0.0402$ to $0.0407$. If the s and p phases moved in opposite directions at that rate, the same shift would change $A$ at a single energy by about a ninth, but the changes above and below the Fermi level nearly cancel in the average. This case overstates the effect, because a phase cannot fall that fast for a scatterer of atomic size: Wigner's causality bound for the s wave, $d\delta_0/dk\ge-(R+1/2k)$ with a scatterer radius $R\approx1.4$~\AA, allows a fall of at most about $0.17$~rad/eV.

For transport the relevant quantity is the sideways momentum per collision. Weighting $K n_z$ with $\hat k'_y=\sin\theta\cos\varphi$ and using $\int_0^\pi\sin^3\theta\,d\theta=4/3$ gives a mean sideways direction cosine of $2A/3=0.027$. Multiplied by the total cross-section and divided by the transport cross-section of $16.4$~\AA$^2$, this is a ratio of sideways momentum gained to forward momentum lost of about $0.04$. Spin Hall angles reported for dilute copper--bismuth films at low temperature, referred to the impurity part of the resistivity and so comparable with this undiluted ratio, are larger, up to about $0.24$ in magnitude. The comparison is one of size alone, since the splitting was chosen and the band structure of copper and the side jump are left out. At room temperature phonons also dilute the effect. For $0.5$ atomic percent bismuth the impurity mean free path is $142$~\AA; against a rough phonon value of $400$~\AA, impurities supply about $0.74$ of the momentum relaxation. If phonon collisions have no left-right preference, the ratio falls to about $0.03$. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
lattice constant (rough input)      3.6 angstrom
Fermi wavenumber k                  1.3641 1/angstrom
Fermi energy                        7.090 eV
Friedel charge                      4 electrons
d0 (chosen)                         2.2000 rad
d1-d3 (chosen)                      0.3000 rad
d1 (j=1/2)                          1.5611 rad
d3 (j=3/2)                          1.2611 rad
sin d0                              0.8085
sin d1                              1.0000
sin d3                              0.9524
sin(d3-d1)                          -0.2955
sin(d0-d1-d3)                       -0.5828
W                                   3.4678
4 pi/k^2                            6.7530 angstrom^2
total cross-section                 23.418 angstrom^2
total cross-section                 83.63 bohr^2
left cross-section                  12.179 angstrom^2
right cross-section                 11.239 angstrom^2
left minus right                    0.9403 angstrom^2
left minus right                    3.358 bohr^2
A, direct sum                       0.04015
A, closed formula                   0.04015
mean sideways direction cosine      0.02677
spin-flip fraction                  0.00839
in-plane asymmetry at  30 deg       +0.0909
in-plane asymmetry at  60 deg       +0.2238
in-plane asymmetry at  90 deg       +0.3758
in-plane asymmetry at 120 deg       -0.3992
in-plane asymmetry at 150 deg       -0.1417
A for d1-d3 = 0.10 rad             +0.012101
A for d1-d3 = 0.03 rad             +0.003492
A for d1-d3 = 0.01 rad             +0.001151
|A| for d1 = d3 is below 1e-10      True
A for d0 = 2.0 rad                 +0.05918
A for d0 = 2.4 rad                 +0.01788
A for d0 = 2.6 rad                 -0.00236
A for d0 = 2.8 rad                 -0.01409
A changes sign at d0                2.5733 rad
weak-scatterer ratio (halved phases) 7.995
smooth well 1 hartree deep: d1-d3   4.99e-06 rad
smooth hill 1 hartree high: d1-d3   -2.57e-06 rad
A with d-wave phase 0.1 rad         +0.01705
A with Friedel charge 3.5           +0.00784
thermal energy at 300 K             0.0259 eV
A after thermal shift, 1 rad/eV     +0.04074
impurity content                    0.5 atomic percent
transport cross-section             16.401 angstrom^2
impurity mean free path             142.2 angstrom
phonon mean free path (rough input) 400 angstrom
impurity share of scattering        0.738
1/(k x impurity mean free path)     0.0052
\end{verbatim}
